# Two derivations of the Bohr–Weisskopf correction for a single-nucleon moment, part 3

The Bohr–Weisskopf correction \(\varepsilon\) is the fractional loss of hyperfine coupling because the nuclear moment \(\mu\) is spread out. It is now to be evaluated for hydrogen-like \(^{209}\)Bi\(^{82+}\), with one \(h_{9/2}\) proton carrying the moment.

Units are Gaussian, with \(e^2=\alpha\hbar c\), \(\lambda_C=\hbar/mc\) and \(\mu_N=e\hbar/2m_pc\); \(m\) is the electron mass. The electron, of energy \(E\) including \(mc^2\), moves in the potential \(V(r)\) of the extended charge. Its upper and lower components are \(\varphi=g\Omega_{\kappa m}\) and \(\chi=if\Omega_{-\kappa m}=-if\sigma_r\Omega_{\kappa m}\), where the index \(m\) is the projection, \(\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}\) and \(\boldsymbol\sigma\cdot\mathbf l\,\Omega_{\kappa m}=-(\kappa+1)\Omega_{\kappa m}\). With \(N=\int_0^\infty gf\,dr\), the kernels are
\[ K_S(R)=\frac1N\int_0^R gf\,dr,\qquad K_A(R)=\frac1N\int_0^R\frac{r^3}{R^3}\,gf\,dr, \]
\[ K_L(R)=\frac1N\int_0^R\Big(1-\frac{r^3}{R^3}\Big)gf\,dr=K_S-K_A . \tag{6} \]

The nucleon, at radius \(R\), has orbital momentum \(L\), total \(I\), spin and orbital factors \(g_S,g_L\), and radial function \(u\), with \(\langle K\rangle=\int u^2K\,dR\). Its moment is \(\mu=\mu_S+\mu_L\), with \(\mu_S=g_S\mu_N\langle s_z\rangle\), \(\mu_L=g_L\mu_N\langle L_z\rangle\), \(\langle L_z\rangle=I-\langle s_z\rangle\), \(\alpha_S=\mu_S/\mu\) and \(\alpha_L=1-\alpha_S\). The angular factors, \(\xi\) being the spin-asymmetry factor, are
\[ \langle s_z\rangle=\tfrac12\ \ (I=L+\tfrac12),\qquad \langle s_z\rangle=-\frac{I}{2(I+1)}\ \ (I=L-\tfrac12). \tag{9} \]
\[ \xi=\frac{2I-1}{4(I+1)}\ \ (I=L+\tfrac12),\qquad \xi=\frac{2I+3}{4I}\ \ (I=L-\tfrac12). \tag{10} \]

Two derivations gave
\[ A=A_0(1-\varepsilon),\qquad A_0=\frac{\mu}{I}\,e\,\frac{8\kappa}{4\kappa^2-1}\,N, \]
\[ \varepsilon=\alpha_S\langle K_S\rangle+\alpha_L\langle K_L\rangle+\alpha_S\,\xi\,\langle K_A\rangle. \tag{11} \]
\[ \varepsilon=\langle K_L\rangle+\alpha_S(1+\xi)\langle K_A\rangle. \tag{16} \]
For \(j=\tfrac12\) the splitting is \(\Delta E=A(I+\tfrac12)\). With \(g_I=\mu/(I\mu_N)\),
\[ \alpha_S=\frac{g_S}{g_I}\,\frac{g_I-g_L}{g_S-g_L}. \tag{12} \]
Using both the free \(g_S\) and an observed \(g_I\) here is a prescription inconsistent with (9).

A computer program checks the results, testing (11) by direct Biot–Savart quadrature.

## The interior Dirac functions

The radial equations follow from \(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)\), that is \(\boldsymbol\sigma\cdot\mathbf p=-i\hbar\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf l/r)\). The lower Dirac equation \((E-V+mc^2)\chi=c\boldsymbol\sigma\cdot\mathbf p\,\varphi\) gives \((E-V+mc^2)f=\hbar c[g'+(1+\kappa)g/r]\), and the upper one, \((E-V-mc^2)\varphi=c\boldsymbol\sigma\cdot\mathbf p\,\chi\), gives \((E-V-mc^2)g=-\hbar c[f'+(1-\kappa)f/r]\). For \(G=rg\), \(F=rf\),
\[ G'=-\frac\kappa rG+\frac{E-V+mc^2}{\hbar c}F,\qquad F'=\frac\kappa rF-\frac{E-V-mc^2}{\hbar c}G . \]

For a point charge and \(\kappa=-1\), try \(G=r^\gamma e^{-\beta r}\), \(F=qG\). The \(1/r\) terms give \(\gamma-1=Z\alpha q\) and \(q(\gamma+1)=-Z\alpha\), so \(\gamma=\sqrt{1-(Z\alpha)^2}\) and \(q=-Z\alpha/(1+\gamma)\). The constant terms give \(-\beta\lambda_C=(E/mc^2+1)q\) and \(\beta\lambda_Cq=E/mc^2-1\), satisfied by \(E=\gamma mc^2\), \(\beta=Z\alpha/\lambda_C\). With \(1+q^2=2/(1+\gamma)\),
\[ N_{\rm pt}=\frac{q\,\Gamma(2\gamma-1)(2\beta)^{1-2\gamma}}{(1+q^2)\Gamma(2\gamma+1)(2\beta)^{-1-2\gamma}}=-\frac{Z\alpha}{2}\frac{4\beta^2}{2\gamma(2\gamma-1)}=-\frac{(Z\alpha)^3}{\gamma(2\gamma-1)\lambda_C^2}, \]
which converges for \(\gamma>\tfrac12\). The program asserts this energy and this \(N\) for its numerical solver. The charge-size correction is \(\delta=1-N/N_{\rm pt}\).

Inside a uniform sphere of radius \(R_0\), \(V=-(Ze^2/2R_0)(3-x^2)\) with \(x=r/R_0\). Multiplying the equations by \(R_0\),
\[ \frac{dG}{dx}=-\frac\kappa xG+(p_+-hx^2)F,\qquad \frac{dF}{dx}=\frac\kappa xF-(p_--hx^2)G, \]
\[ p_\pm=\Big(\frac{E}{mc^2}\pm1\Big)\frac{R_0}{\lambda_C}+\frac32Z\alpha,\qquad h=\frac{Z\alpha}2 . \]
With \(G=\sum a_kx^k\), \(F=\sum b_kx^k\), the coefficients of \(x^{k-1}\) give
\[ (k+\kappa)a_k=p_+b_{k-1}-hb_{k-3},\qquad (k-\kappa)b_k=-p_-a_{k-1}+ha_{k-3}. \]
The divisors grow with \(k\) while the multipliers are fixed, so the series converge for all \(x\); they represent the solution for \(x\le1\). The program asserts that they match a direct integration at \(R_0\) to \(10^{-7}\) relative. For \(\kappa=-1\) the regular solution starts with \(a_1\), and for \(a_1=1\)
\[ b_2=-\frac{p_-}3,\qquad a_3=\frac{p_+b_2}{2},\qquad b_4=\frac{h-p_-a_3}{5}. \]
For \(\kappa=+1\) it starts with \(b_1=1\), \(a_2=p_+/3\). In both cases \(GF\) begins at \(x^3\), so \(gf=s\,r(1-c_2x^2+c_4x^4-\dots)\), where \(s\) is the slope at the origin. For \(\kappa=-1\), \(-c_2=b_4/b_2+a_3\); inserting \(a_3=-p_+p_-/6\) and \(b_4/b_2=-3h/5p_--p_+p_-/10\),
\[ c_2=\frac{3h}{5p_-}+\frac{4}{15}p_+p_- . \]
Term-by-term integration of (6), with \(x=R/R_0\le1\), gives
\[ K_S=\frac{sR^2}{N}\Big(\frac12-\frac{c_2x^2}4+\dots\Big),\quad K_A=\frac{sR^2}{N}\Big(\frac15-\frac{c_2x^2}7+\dots\Big),\quad K_L=\frac{sR^2}{N}\Big(\frac3{10}-\frac{3c_2x^2}{28}+\dots\Big). \]
At leading order in \(x\) all kernels grow as \(R^2\) in the proportion \(5:3:2\) for \(K_S:K_L:K_A\), and \(K_L/K_S=\tfrac35[1+c_2x^2(\tfrac12-\tfrac5{14})]=\tfrac35(1+c_2x^2/7)\). The limit \(\tfrac35\) and the leading coefficient are asserted by the program at \(R=0.2\) fm for 1s and 2p\(_{1/2}\).

For the 1s state of bismuth with \(R_0=7.1\) fm, \(p_+=0.94154\), \(p_-=0.90477\), \(h=0.30284\). Then \(b_2=-0.30159\), \(a_3=-0.14198\), \(b_4=0.08626\), and \(c_2=0.2008+0.2272=0.428\). The next coefficient is \(c_4=(b_6+a_3b_4+a_5b_2)/b_2\), which with \(a_5=0.04314\), \(b_6=-0.01172\) is \((-0.01172-0.01225-0.01301)/(-0.30159)=0.123\). At \(R=2\) fm, \(x^2=0.0793\) and the formula gives \(K_L/K_S=0.6(1+0.428\times0.0793/7)=0.6029\), the computed value. The ratio rises through 0.6113, 0.6248 and 0.6341 at 4, 6 and 7.1 fm to 0.6523 at 9 fm.

The scale of the kernels at small \(Z\alpha\) follows from the same series. For an s state, \(p_-\approx\tfrac32Z\alpha\) and \(gf\approx-g(0)^2Z\alpha\,r/2R_0\). Where \(|V|\ll mc^2\) the first radial equation gives \(f\approx\lambda_Cg'/2\), so \(N\approx-\lambda_Cg(0)^2/4\), with a relative correction of order \((Z\alpha)^2\ln(\lambda_C/Z\alpha R_0)\), because outside the nucleus \(g^2\) falls as \(r^{2\gamma-2}\), with \(2-2\gamma\approx(Z\alpha)^2\), from \(R_0\) out to the orbit radius \(\lambda_C/Z\alpha\). Hence \(K_S\approx Z\alpha R^2/(\lambda_CR_0)\) at leading order in \(x\), of the order of the nuclear radius over the radius of the 1s orbit; since \(c_2\to3h/5p_-=\tfrac15\) at small \(Z\alpha\), the value at \(R=R_0\) is about 10% lower. For bismuth this limit is far off: with the mean square radius of the example it gives \(0.6057\times6.2077^2/(386.159\times7.1)=0.0085\), against 0.0303 from the actual slope and \(N\).

The electron energy enters the interior shape only through \(p_\pm\), where it competes with \(-V(0)=49.4\,mc^2\). From 1s to 2s the energy changes by \((0.947577-0.795853)\,mc^2=0.1517\,mc^2\), and both \(p_\pm\) shift by \(0.1517\times7.1/386.159=0.0028\). The response of the shape is \(-3h/5p_-^2+\tfrac4{15}(p_++p_-)=-0.222+0.492=0.270\), so \(c_2\) changes by \(7.5\times10^{-4}\) and \(K_S\), whose relative correction is \(c_2x^2/2\), changes shape at this order by about \(4\times10^{-4}\) at the surface; the higher terms of the series reduce this to about \(3\times10^{-4}\). The computed 2s/1s ratio of all three kernels over 2 to 9 fm has mean 1.0782 and a relative spread of \(4.3\times10^{-4}\), set by \(K_A\) at 9 fm and of the same order as this estimate; the program asserts a spread below \(3\times10^{-3}\). In this model \(\varepsilon(2s)/\varepsilon(1s)\) is therefore almost independent of the orbit and of \(\alpha_S\), unless the terms of (11) cancel so strongly that this spread is amplified. The value 1.0782 itself is, to within this spread, the ratio of the quantities \(s/N\), which depends on the whole wave functions and is computed, not derived in closed form.

## The example: \(^{209}\)Bi\(^{82+}\)

The level of theory is a Dirac electron in the field of a uniformly charged sphere, without radiative or recoil corrections. The inputs are \(Z=83\), the rough measured sizes \(R_0\approx7.1\) fm and \(\mu\approx4.1\,\mu_N\), and an \(h_{9/2}\) proton (\(L=5\), \(I=\tfrac92\), \(g_L=1\)) in a nodeless oscillator orbit \(u\propto R^{L+1}e^{-R^2/2b^2}\) with the chosen value \(\hbar\omega=7\) MeV. Then \(b=\sqrt{\hbar/m_p\omega}=2.4349\) fm. With \(y=R^2/b^2\) the weight is \(y^{L+1/2}e^{-y}dy\), so \(\langle y\rangle=\Gamma(L+\tfrac52)/\Gamma(L+\tfrac32)=L+\tfrac32=6.5\) and the rms radius is \(2.4349\sqrt{6.5}=6.21\) fm. The numerical check, supply the numbers. Extra digits are carried only so that the arithmetic can be followed.

The averaged 1s kernels are \(\langle K_S\rangle=0.025505\), \(\langle K_L\rangle=0.016054\), \(\langle K_A\rangle=0.009451\). The leading \(R^2\) term, with \(s=-98.499\,\lambda_C^{-4}\) and \(N=-0.419642\,\lambda_C^{-2}\), gives \(\tfrac12(98.499/0.419642)(6.2077/386.159)^2=0.03033\), which is 19% above \(\langle K_S\rangle\). The series accounts for most of this. The relative corrections are \(-\tfrac12c_2\langle x^4\rangle/\langle x^2\rangle\) and \(+\tfrac13c_4\langle x^6\rangle/\langle x^2\rangle\), with \(\langle x^4\rangle/\langle x^2\rangle=7.5\,b^2/R_0^2=0.882\) and \(\langle x^6\rangle/\langle x^2\rangle=7.5\times8.5\,b^4/R_0^4=0.882\). The factor is \(1-0.189+0.036=0.847\), against the actual \(0.025505/0.030328=0.841\). The comparison is approximate, since the series is truncated and part of the orbit lies beyond \(R_0\), where it does not apply.

The angular factors are \(\langle s_z\rangle=-4.5/11=-0.40909\), \(\langle L_z\rangle=4.90909\) and \(\xi=12/18=\tfrac23\). The effective spin factor is \(g_S=(4.1-4.90909)/(-0.40909)=1.978\), about a third of the free value 5.5857, which shows how far the model must be bent to give this moment. Then \(\alpha_S=-0.80909/4.1=-0.19734\), \(\alpha_L=1.19734\), and the three terms of (11) are
\[ \alpha_S\langle K_S\rangle=-0.19734\times0.025505=-0.005033, \]
\[ \alpha_L\langle K_L\rangle=1.19734\times0.016054=0.019222, \]
\[ \alpha_S\xi\langle K_A\rangle=-0.19734\times\tfrac23\times0.009451=-0.001243 . \]
The sum of the unrounded terms is \(\varepsilon=0.012945\), and the Biot–Savart evaluation prints the same six decimals. The asymmetry term is about a tenth of \(\varepsilon\). For 2s, \(\varepsilon=0.013958\), and for 2p\(_{1/2}\), \(\varepsilon=0.003815\), which is 0.2947 of the 1s value.

With the free \(g_S\), \(\mu_S=5.5857\times(-0.40909)=-2.285\,\mu_N\), the Schmidt moment is \(2.624\,\mu_N\) and \(\alpha_S=-0.8708\). The terms are \(-0.022210\), \(0.030034\) and \(-0.005487\), and \(\varepsilon=0.002337\), less than a tenth of the orbital term. In the form (16), \((1+\xi)\langle K_A\rangle=0.015752\) is almost equal to \(\langle K_L\rangle=0.016054\), so \(\varepsilon\) would vanish at \(\alpha_S=-1.02\), and the Schmidt value is close to that point. Near such a cancellation the small-radius proportions are useless. They give \(\varepsilon/\langle K_S\rangle=\tfrac35+\tfrac25\alpha_S(1+\xi)=0.6-0.5805=0.019\), while the true ratio is \(0.002337/0.025505=0.092\). Omitting the asymmetry term would raise \(\varepsilon\) to 0.0078, more than three times its value.

The mixed prescription, free \(g_S\) with \(\mu=4.1\,\mu_N\) in (12), implies \(\langle s_z\rangle=(4.1-4.5)/4.5857=-0.087\) in place of \(-0.409\), \(\alpha_S=-0.119\), and by (16) \(\varepsilon=0.016054-0.119\times0.015752=0.0142\), about 10% above the consistent value. The difference is one indication of how much \(\varepsilon\) depends on the way the missing moment is assigned, and it already changes the second figure (0.014 against 0.013). A larger change follows if the free \(g_S\) is kept and \(g_L\) is raised to \((4.1+2.285)/4.909=1.30\) to give the moment: then \(\alpha_S=-2.285/4.1=-0.557\), and (16) gives \(\varepsilon=0.0073\). With the effective \(g_S\), \(\varepsilon\) moves from 0.0129 to 0.0149 and 0.0115 for \(\hbar\omega=6\) and 8 MeV, to 0.0132 for \(R_0=7.0\) fm, and to 0.0133 for a Fermi charge distribution of the same rms radius. Since \(\hbar\omega\) is a chosen value, the model supports only the order of magnitude \(\varepsilon\sim0.01\) as a statement about the ion.

Other nodeless states in the same oscillator well, with free \(g\) factors and the same 1s electron, show the remaining cases. For small \(L\) these orbits are deeply bound. Orbits of the same \(L\) with radial nodes reach farther out and have larger kernel averages, so the numbers for \(L\le2\) illustrate (11) and do not describe valence nucleons. An \(h_{11/2}\) proton has the same radial averages but \(\alpha_S=+0.3584\), all three terms are positive (0.009140, 0.010300, 0.001303), and \(\varepsilon=0.020744\) lies between \(\langle K_L\rangle\) and \(\langle K_S\rangle\). An \(s_{1/2}\) proton has only the spin term, 0.006590. A \(p_{1/2}\) neutron (\(g_S=-3.8261\), \(\xi=2\)) has \(0.010730+0.008280\), or 0.0190, the asymmetry term being 77% of the spin term; the leading-order estimate of this fraction is \(\tfrac25\xi=80\%\). A \(d_{5/2}\) neutron (\(\xi=\tfrac27\)) has \(0.014681+0.001602\), or 0.0163.

For the splitting, \(e\mu_N=\alpha\hbar^2/2m_p\), and \(e\mu_N/\lambda_C^2=\tfrac12\alpha(m/m_p)mc^2\). With \(\alpha=0.605680/83\) this is \(0.00729735\times510999.0/(2\times1836.153)=1.01542\) eV. For \(\kappa=-1\),
\[ \Delta E=\frac83\,\frac{\mu}{\mu_N}\,\frac{I+\frac12}{I}\,(1.01542\ {\rm eV})\,|N|\lambda_C^2\,(1-\varepsilon), \]
and the prefactor is \(\tfrac83\times4.1\times\tfrac{5}{4.5}\times1.01542=12.3355\) eV. The point-charge value \(|N_{\rm pt}|\lambda_C^2=0.472154\) gives 5.824 eV. The finite-charge value 0.419642, corresponding to \(\delta=0.1112\), gives 5.1765 eV. The Bohr–Weisskopf shift is \(-0.012945\times5.1765=-0.0670\) eV, and the result is 5.11 eV, or a wavelength of 243 nm. The charge-size shift, \(5.824-5.1765=0.648\) eV, is nearly ten times the magnetization shift; as fractions, \(\delta/\varepsilon=8.6\). Since \(\mu\) was entered with two figures, a change of 0.05 \(\mu_N\) in it moves the splitting by about 0.06 eV, as much as the whole shift, and the wavelength by about 3 nm, so the model supports \(\Delta E\approx5.1\) eV. The Bohr–Weisskopf reduction of 0.067 eV belongs to the chosen \(\hbar\omega\) and the effective \(g_S\); as a statement about the ion it is no better fixed than \(\varepsilon\) itself, that is, of the order of one per cent of the splitting.

## Table of computed values

```
Z = 83, L = 5, I = 4.5, g_L = 1, R0 = 7.1 fm, mu = 4.1 mu_N, hbar*omega = 7.0 MeV
Z alpha = 0.605680, gamma = 0.795708, hbar/mc = 386.159 fm, m_p/m = 1836.153, mc^2 = 510999.0 eV
b = 2.4349 fm, nucleon rms radius = 6.2077 fm
E/mc^2: 1s point 0.795708, 1s 0.795853, 2s 0.947577, 2p1/2 0.947554
-V(0)/mc^2 = 49.413; 1s p+ = 0.94154, p- = 0.90477, h = 0.30284
1s a1,a3,a5 = [ 1.      -0.14198  0.04314]  b2,b4,b6 = [-0.30159  0.08626 -0.01172]
N (mc/hbar)^2: 1s point -0.472154, 1s -0.419642, 2s -0.068288, 2p1/2 0.023164
1s slope of g f at r=0 = -98.499 (mc/hbar)^4; charge-size delta = 0.11122
1s R = 2.0 fm: KS = 0.003095, KL = 0.001866, KA = 0.001229, KL/KS = 0.6029
1s R = 4.0 fm: KS = 0.011786, KL = 0.007205, KA = 0.004581, KL/KS = 0.6113
1s R = 6.0 fm: KS = 0.024522, KL = 0.015321, KA = 0.009201, KL/KS = 0.6248
1s R = 7.1 fm: KS = 0.032539, KL = 0.020632, KA = 0.011907, KL/KS = 0.6341
1s R = 9.0 fm: KS = 0.046973, KL = 0.030642, KA = 0.016331, KL/KS = 0.6523
1s <KS> = 0.025505, <KL> = 0.016054, <KA> = 0.009451; leading R^2 estimate of <KS> = 0.030328
<s_z> = -0.40909, <L_z> = 4.90909, xi = 0.66667, effective g_S = 1.9778
alpha_S = -0.19734, alpha_L = 1.19734; free g_p = 5.5857, g_n = -3.8261
1s h9/2 eff: mu = 4.100 mu_N, aS = -0.1973, spin -0.005033, orbit 0.019222, asym -0.001243
   eps formula = 0.012945, eps Biot-Savart = 0.012945
2s h9/2 eff: mu = 4.100 mu_N, aS = -0.1973, spin -0.005426, orbit 0.020725, asym -0.001340
   eps formula = 0.013958, eps Biot-Savart = 0.013958
2p1/2 h9/2 eff: mu = 4.100 mu_N, aS = -0.1973, spin -0.001486, orbit 0.005669, asym -0.000368
   eps formula = 0.003815, eps Biot-Savart = 0.003815
1s h9/2 p free: mu = 2.624 mu_N, aS = -0.8708, spin -0.022210, orbit 0.030034, asym -0.005487
   eps formula = 0.002337, eps Biot-Savart = 0.002337
1s h11/2 p free: mu = 7.793 mu_N, aS = 0.3584, spin 0.009140, orbit 0.010300, asym 0.001303
   eps formula = 0.020744, eps Biot-Savart = 0.020744
1s s1/2 p free: mu = 2.793 mu_N, aS = 1.0000, spin 0.006590, orbit 0.000000, asym 0.000000
   eps formula = 0.006590, eps Biot-Savart = 0.006590
1s p1/2 n free: mu = 0.638 mu_N, aS = 1.0000, spin 0.010730, orbit 0.000000, asym 0.008280
   eps formula = 0.019009, eps Biot-Savart = 0.019009
1s d5/2 n free: mu = -1.913 mu_N, aS = 1.0000, spin 0.014681, orbit 0.000000, asym 0.001602
   eps formula = 0.016282, eps Biot-Savart = 0.016282
eps(2s)/eps(1s) = 1.0782, eps(2p1/2)/eps(1s) = 0.2947
2s/1s kernel ratio over 2-9 fm: mean 1.0782, relative spread 4.3e-04
1s splitting: point 5.8242 eV, finite charge 5.1765 eV, BW shift -0.0670 eV
1s splitting with eps = 0.01295: 5.1095 eV = 242.7 nm
```
